# Comment on reading Kramers pairs as spin-up and spin-down: a program that tests the result

```python
# Result under test: the two members of a Kramers pair (f, K f) are not spin-up
# and spin-down. Unitary mixing inside a pair gives an equally good basis for a
# time-even one-electron operator, and the number of electrons in "unbarred"
# spinors is not conserved in a p^2 shell with spin-orbit coupling.
# Symbols: K = time reversal, (u, d) -> (-d*, u*); a = p1/2 m=1/2,
# b = p3/2 m=1/2, c = p3/2 m=3/2; barred spinors are K a, K b, K c.
# F0, F2 = Slater integrals, zeta = spin-orbit constant, all in hartree.
# N_u = number of electrons in unbarred spinors.
import numpy as np
from itertools import combinations
from scipy.constants import physical_constants

F0, F2, zeta = 0.40, 0.20, 0.05
theta_example = np.pi / 3
rhombic, field = 0.01, 0.01
hartree_ev = physical_constants["Hartree energy in eV"][0]
time_fs = physical_constants["atomic unit of time"][0] * 1e15

# Angular grid, exact for all the polynomials that occur here
x, wx = np.polynomial.legendre.leggauss(6)
az = 2 * np.pi * np.arange(10) / 10
cos_t = np.repeat(x, len(az))
sin_t = np.sqrt(1 - cos_t**2)
azimuth = np.tile(az, len(x))
weight = np.repeat(wx, len(az)) * 2 * np.pi / len(az)
unit = np.array([sin_t * np.cos(azimuth), sin_t * np.sin(azimuth), cos_t])
Y = {1: -np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(1j * azimuth),
     0: np.sqrt(3 / (4 * np.pi)) * cos_t + 0j,
     -1: np.sqrt(3 / (8 * np.pi)) * sin_t * np.exp(-1j * azimuth)}
zero = np.zeros_like(Y[0])
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])


def K(f):
    return np.array([-f[1].conj(), f[0].conj()])


def inner(f, g):
    return np.sum(weight * f.conj() * g)


def spin_vector(f):
    return np.array([inner(f, s @ f).real for s in sigma])


def mix(f, theta, phase=0.0):
    first = np.cos(theta / 2) * f + np.exp(1j * phase) * np.sin(theta / 2) * K(f)
    return first, K(first)


# Orbital and spin matrices in the product basis (alpha block, then beta block)
product = [np.array([Y[m], zero]) for m in (1, 0, -1)]
product += [np.array([zero, Y[m]]) for m in (1, 0, -1)]
lp = np.sqrt(2) * np.diag([1.0, 1.0], 1)
lx, ly, lz = (lp + lp.T) / 2, (lp - lp.T) / 2j, np.diag([1.0, 0.0, -1.0])
ls = sum(np.kron(s / 2, l) for s, l in zip(sigma, (lx, ly, lz)))
J = [np.kron(s / 2, np.eye(3)) + np.kron(np.eye(2), l)
     for s, l in zip(sigma, (lx, ly, lz))]


def matrix(operator, spinors):
    coef = np.array([[inner(p, f) for f in spinors] for p in product])
    return coef.conj().T @ operator @ coef


def repulsion(spinors):
    n = len(spinors)
    rho = np.array([np.sum(f.conj() * g, axis=0) * weight
                    for f in spinors for g in spinors])
    cosine = unit.T @ unit
    kernel = F0 + F2 * (3 * cosine**2 - 1) / 2
    return (rho @ kernel @ rho.T).reshape(n, n, n, n)


dets = list(combinations(range(6), 2))
where = {d: i for i, d in enumerate(dets)}


def one_body(X):
    d = np.eye(6)
    return np.array([[X[p, r] * d[q, s] + X[q, s] * d[p, r]
                      - X[p, s] * d[q, r] - X[q, r] * d[p, s]
                      for r, s in dets] for p, q in dets])


def two_body(g):
    return np.array([[g[p, r, q, s] - g[p, s, q, r]
                      for r, s in dets] for p, q in dets])


def commutator(A, B):
    return A @ B - B @ A


# Explicit spinors and their quantum numbers
a = np.array([-np.sqrt(1 / 3) * Y[0], np.sqrt(2 / 3) * Y[1]])
b = np.array([np.sqrt(2 / 3) * Y[0], np.sqrt(1 / 3) * Y[1]])
c = np.array([Y[1], zero])
unbarred = [a, b, c]
basis = unbarred + [K(f) for f in unbarred]
overlap = np.array([[inner(f, g) for g in basis] for f in basis])
assert np.allclose(overlap, np.eye(6), atol=1e-12)
assert np.allclose(matrix(ls, basis), np.diag([-1, .5, .5] * 2), atol=1e-12)
assert np.allclose(matrix(J[2], basis),
                   np.diag([.5, .5, 1.5, -.5, -.5, -1.5]), atol=1e-12)
up_weight = [inner(f[0], f[0]).real for f in unbarred]
assert np.allclose(up_weight, [1 / 3, 2 / 3, 1])

# Local spin direction of the p1/2 spinor and its angular average
density = np.sum(abs(a)**2, axis=0)
local = np.array([np.sum(a.conj() * (s @ a), axis=0).real for s in sigma]) / density
z_axis = np.array([0.0, 0.0, 1.0])
assert np.allclose(density, 1 / (4 * np.pi))
assert np.allclose(local, 2 * unit * unit[2] - z_axis[:, None])
assert np.allclose(spin_vector(a), -z_axis / 3)

# General U(2) mixing: partner relation holds up to the phase of the determinant
rng = np.random.default_rng(4)
for f in unbarred:
    U = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0]
    first, second = U[0, 0] * f + U[1, 0] * K(f), U[0, 1] * f + U[1, 1] * K(f)
    assert np.isclose(inner(second, K(first)), np.linalg.det(U).conj())
    assert abs(inner(first, second)) < 1e-12
partner_overlap = abs(inner(K(b), K((b + c) / np.sqrt(2))))
assert np.isclose(partner_overlap, 1 / np.sqrt(2))

# Spin length under mixing, and the largest value that mixing can reach
for theta in np.linspace(0, np.pi, 9):
    for phase in (0.0, 0.7, 2.1):
        got = [np.linalg.norm(spin_vector(mix(f, theta, phase)[0])) for f in unbarred]
        want = [1 / 3, np.sqrt(np.cos(theta)**2 + 4 * np.sin(theta)**2) / 3,
                abs(np.cos(theta))]
        assert np.allclose(got, want, atol=1e-12)
largest_spin = []
for f in unbarred:
    pair = [f, K(f)]
    tensor = np.array([[np.trace(np.array([[inner(p, s @ q) for q in pair]
                       for p in pair]) @ t).real / 2 for t in sigma] for s in sigma])
    largest_spin.append(np.linalg.svd(tensor, compute_uv=False)[0])
assert np.allclose(largest_spin, [1 / 3, 2 / 3, 1])
example_spin = [np.linalg.norm(spin_vector(mix(f, theta_example)[0])) for f in unbarred]

# Time-even rhombic field keeps pairs degenerate; a magnetic term does not
h_field = zeta * ls + np.kron(np.eye(2), 0.02 * lz @ lz + rhombic * (lx @ lx - ly @ ly))
for f in unbarred:
    block = matrix(h_field, mix(f, 1.1, 0.4))
    assert abs(block[0, 1]) < 1e-12 and np.isclose(block[0, 0], block[1, 1])
pair_levels = np.linalg.eigvalsh(h_field)
assert np.allclose(pair_levels[::2], pair_levels[1::2])
assert min(np.diff(pair_levels[::2])) > 1e-4
rhombic_element = abs(matrix(h_field, basis)[1, 5])
assert np.isclose(rhombic_element, rhombic / np.sqrt(3))
h_magnetic = h_field + field * np.kron(sigma[2], np.eye(3))
magnetic_element = abs(matrix(h_magnetic, mix(a, theta_example))[0, 1])
assert np.isclose(magnetic_element, field * np.sin(theta_example) / 3)
magnetic_levels = np.linalg.eigvalsh(h_magnetic)
assert min(magnetic_levels[1::2] - magnetic_levels[::2]) > 1e-4


# Determinant energies under mixing: filled pair against open shells
def determinant_energy(f, g):
    h, v = matrix(zeta * ls, [f, g]), repulsion([f, g])
    return (h[0, 0] + h[1, 1] + v[0, 0, 1, 1] - v[0, 1, 1, 0]).real


for theta in np.linspace(0, np.pi, 7):
    first, second = mix(a, theta, 0.6)
    assert np.isclose(determinant_energy(first, second), F0 - 2 * zeta)
    open_energy = determinant_energy(first, b)
    assert np.isclose(open_energy,
                      F0 - zeta / 2 - (2 + np.sin(theta / 2)**2) * F2 / 25)
    average = (open_energy + determinant_energy(second, b)) / 2
    assert np.isclose(average, F0 - zeta / 2 - 2.5 * F2 / 25)
closed_energy = determinant_energy(*mix(a, theta_example))
open_energies = [determinant_energy(mix(a, t)[0], b) for t in (0, theta_example, np.pi)]
open_range = open_energies[0] - open_energies[2]

# Fock operators from a filled pair and from one electron in a mixed spinor
g = repulsion(basis)
h = matrix(zeta * ls, basis)
reversal = np.array([[inner(f, K(q)) for q in basis] for f in basis])


def fock(D):
    return h + np.einsum('pqrs,sr->pq', g, D) - np.einsum('psrq,sr->pq', g, D)


def time_odd_part(F):
    return (F - reversal @ F.conj() @ reversal.conj().T) / 2


orbitals = [np.array([inner(f, q) for f in basis]) for q in mix(a, theta_example)]
D_single = np.outer(orbitals[0], orbitals[0].conj())
D_pair = D_single + np.outer(orbitals[1], orbitals[1].conj())
assert np.allclose(D_pair, np.diag([1, 0, 0, 1, 0, 0]), atol=1e-12)
assert np.linalg.norm(time_odd_part(fock(D_pair))) < 1e-12
F_single = fock(D_single)
assert np.linalg.norm(time_odd_part(F_single)) > 0.01
diagonal = [(v.conj() @ F_single @ v).real for v in orbitals]
fock_split = diagonal[1] - diagonal[0]
assert np.isclose(fock_split, F0)

# Full p^2 Hamiltonian: levels against the term-energy blocks
V_ee = two_body(g)
H = one_body(h) + V_ee
P, D_term, S_term = F0 - F2 / 5, F0 + F2 / 25, F0 + 2 * F2 / 5
assert np.allclose(np.linalg.eigvalsh(V_ee), [P] * 9 + [D_term] * 5 + [S_term])
J2 = np.linalg.eigvalsh([[P + zeta / 2, zeta / np.sqrt(2)], [zeta / np.sqrt(2), D_term]])
J0 = np.linalg.eigvalsh([[P - zeta, np.sqrt(2) * zeta], [np.sqrt(2) * zeta, S_term]])
assert np.allclose(np.linalg.eigvalsh(H),
                   sorted(list(J2) * 5 + list(J0) + [P - zeta / 2] * 3))

# Count-changing couplings; total M_J stays conserved
M_J = one_body(matrix(J[2], basis))
N_u = one_body(np.diag([1.0, 1, 1, 0, 0, 0]))
assert np.linalg.norm(commutator(H, M_J)) < 1e-12
assert np.linalg.norm(commutator(H, N_u)) > 0.01
start = where[(2, 4)]
count_coupling = abs(V_ee[where[(0, 1)], start])
same_count_coupling = abs(V_ee[where[(2, 3)], start])
assert np.isclose(count_coupling, np.sqrt(6) * F2 / 25)
assert np.isclose(same_count_coupling, np.sqrt(2) * F2 / 25)
counts = np.diag(N_u).real
change = abs(counts[:, None] - counts[None, :])
assert np.max(abs(H[change > 1.5])) < 1e-12
relabelled = [a, b, K(c), K(a), K(b), K(K(c))]
V_relabelled = two_body(repulsion(relabelled))
relabelled_coupling = abs(V_relabelled[where[(0, 1)], where[(4, 5)]])
assert np.isclose(relabelled_coupling, count_coupling)
count_change_old = abs(counts[where[(0, 1)]] - counts[start])
count_change_new = abs(counts[where[(0, 1)]] - counts[where[(4, 5)]])

# Spin-labelled pairs: count conserved by repulsion, broken by spin-orbit coupling
spin_basis = product[:3] + [K(f) for f in product[:3]]
assert np.linalg.norm(commutator(two_body(repulsion(spin_basis)), N_u)) < 1e-12
spin_flip = np.max(abs(matrix(zeta * ls, spin_basis)[:3, 3:]))
assert np.isclose(spin_flip, zeta / np.sqrt(2))


# Number of independent one-electron operators that commute with a Hamiltonian
def conserved_dimension(hamiltonian):
    columns = []
    for p in range(6):
        for q in range(6):
            E = np.zeros((6, 6))
            E[p, q] = 1
            columns.append(commutator(one_body(E), hamiltonian).ravel())
    return int(np.sum(np.linalg.svd(np.array(columns).T, compute_uv=False) < 1e-10))


for component in J:
    assert np.linalg.norm(commutator(one_body(matrix(component, basis)), H)) < 1e-12
conserved_with, conserved_without = conserved_dimension(H), conserved_dimension(V_ee)
assert conserved_with == 4 and conserved_without == 7
direction = np.array([0.48, 0.60, 0.64])
J_values = np.linalg.eigvalsh(sum(n * j for n, j in zip(direction, J)))
distinct_J = len(np.unique(np.round(J_values, 8)))
assert distinct_J == 4

# A stationary state without a sharp count: lowest level with M_J = 1
sector = np.where(np.isclose(np.diag(M_J).real, 1))[0]
energies, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
stationary_count = float(np.sum(abs(vectors[:, 0])**2 * counts[sector]))
assert np.isclose(energies[0], P - zeta / 2) and np.isclose(stationary_count, 1.25)

# Time evolution from the determinant {c, K b}
column = H[:, start].copy()
column[start] = 0
V = np.linalg.norm(column)
other = column / V
energy_start, energy_other = H[start, start].real, (other.conj() @ H @ other).real
residual = H @ other - energy_other * other
residual[start] -= V
assert np.linalg.norm(residual) < 1e-12
gap = energy_start - energy_other
assert np.isclose(V, 2 * np.sqrt(2) * F2 / 25)
assert np.isclose(gap, 1.5 * zeta - 2 * F2 / 25)
Omega = np.sqrt(gap**2 + 4 * V**2)
levels, states = np.linalg.eigh(H)


def count_at(time):
    psi = states @ (np.exp(-1j * levels * time) * states[start].conj())
    return float(np.sum(abs(psi)**2 * counts))


for time in np.linspace(0, 200, 41):
    formula = 1 + 0.75 * 4 * V**2 / Omega**2 * np.sin(Omega * time / 2)**2
    assert np.isclose(count_at(time), formula, atol=1e-10)
half_period = np.pi / Omega
transfer = 4 * V**2 / Omega**2

print(f"F0 = {F0:.2f} hartree")
print(f"F2 = {F2:.2f} hartree")
print(f"zeta = {zeta:.2f} hartree")
print(f"mixing angle theta = {np.degrees(theta_example):.0f} degrees")
for name, w, s, m in zip(("a (p1/2, 1/2)", "b (p3/2, 1/2)", "c (p3/2, 3/2)"),
                         up_weight, example_spin, largest_spin):
    print(f"{name}: spin-up weight = {w:.4f}")
    print(f"{name}: |<sigma>| after mixing = {s:.4f}")
    print(f"{name}: largest |<sigma>| by mixing = {m:.4f}")
print(f"<sigma_z> of a = {spin_vector(a)[2]:.4f}")
print(f"old-label N_u of mixed spinor = {abs(orbitals[0][0])**2:.4f}")
print(f"|<K b|K (b+c)/sqrt2>| = {partner_overlap:.4f}")
print(f"rhombic parameter E = {rhombic:.3f} hartree")
print(f"rhombic |<b|h|K c>| = {rhombic_element:.6f} hartree")
print(f"magnetic parameter B = {field:.3f} hartree")
print(f"magnetic coupling in mixed p1/2 pair = {magnetic_element:.6f} hartree")
print(f"filled p1/2 pair energy = {closed_energy:.4f} hartree")
for label, value in zip(("0", "60", "180"), open_energies):
    print(f"open {{a',b}} energy, theta {label} deg = {value:.4f} hartree")
print(f"open-shell energy range = {open_range:.4f} hartree")
print(f"open-shell energy range = {open_range * hartree_ev:.4f} eV")
print(f"Fock splitting, one p1/2 electron = {fock_split:.4f} hartree")
print(f"coupling {{c,Kb}}-{{a,b}} = {count_coupling:.6f} hartree")
print(f"coupling {{c,Kb}}-{{Ka,c}} = {same_count_coupling:.6f} hartree")
print(f"N_u change of first coupling, old labels = {count_change_old:.0f}")
print(f"N_u change of first coupling, c relabelled = {count_change_new:.0f}")
print(f"spin-flip element in spin basis = {spin_flip:.6f} hartree")
print(f"conserved one-electron operators, with zeta = {conserved_with}")
print(f"conserved one-electron operators, zeta = 0: {conserved_without}")
print(f"distinct eigenvalues of J along an axis = {distinct_J}")
print(f"mean N_u of J=1, M_J=1 level = {stationary_count:.4f}")
print(f"energy of {{c,Kb}} = {energy_start:.4f} hartree")
print(f"energy of its J=2 coupling partner = {energy_other:.4f} hartree")
print(f"gap Delta = {gap:.4f} hartree")
print(f"J=2 coupling V = {V:.6f} hartree")
print(f"Omega = {Omega:.6f} hartree")
print(f"largest transferred probability = {transfer:.4f}")
print(f"N_u at time 0 = {count_at(0):.4f}")
print(f"N_u at half period = {count_at(half_period):.4f}")
print(f"half period = {half_period:.2f} atomic units of time")
print(f"half period = {half_period * time_fs:.3f} fs")
print("no test failed")
```

It prints:

```
F0 = 0.40 hartree
F2 = 0.20 hartree
zeta = 0.05 hartree
mixing angle theta = 60 degrees
a (p1/2, 1/2): spin-up weight = 0.3333
a (p1/2, 1/2): |<sigma>| after mixing = 0.3333
a (p1/2, 1/2): largest |<sigma>| by mixing = 0.3333
b (p3/2, 1/2): spin-up weight = 0.6667
b (p3/2, 1/2): |<sigma>| after mixing = 0.6009
b (p3/2, 1/2): largest |<sigma>| by mixing = 0.6667
c (p3/2, 3/2): spin-up weight = 1.0000
c (p3/2, 3/2): |<sigma>| after mixing = 0.5000
c (p3/2, 3/2): largest |<sigma>| by mixing = 1.0000
<sigma_z> of a = -0.3333
old-label N_u of mixed spinor = 0.7500
|<K b|K (b+c)/sqrt2>| = 0.7071
rhombic parameter E = 0.010 hartree
rhombic |<b|h|K c>| = 0.005774 hartree
magnetic parameter B = 0.010 hartree
magnetic coupling in mixed p1/2 pair = 0.002887 hartree
filled p1/2 pair energy = 0.3000 hartree
open {a',b} energy, theta 0 deg = 0.3590 hartree
open {a',b} energy, theta 60 deg = 0.3570 hartree
open {a',b} energy, theta 180 deg = 0.3510 hartree
open-shell energy range = 0.0080 hartree
open-shell energy range = 0.2177 eV
Fock splitting, one p1/2 electron = 0.4000 hartree
coupling {c,Kb}-{a,b} = 0.019596 hartree
coupling {c,Kb}-{Ka,c} = 0.011314 hartree
N_u change of first coupling, old labels = 1
N_u change of first coupling, c relabelled = 2
spin-flip element in spin basis = 0.035355 hartree
conserved one-electron operators, with zeta = 4
conserved one-electron operators, zeta = 0: 7
distinct eigenvalues of J along an axis = 4
mean N_u of J=1, M_J=1 level = 1.2500
energy of {c,Kb} = 0.4260 hartree
energy of its J=2 coupling partner = 0.3670 hartree
gap Delta = 0.0590 hartree
J=2 coupling V = 0.022627 hartree
Omega = 0.074357 hartree
largest transferred probability = 0.3704
N_u at time 0 = 1.0000
N_u at half period = 1.2778
half period = 42.25 atomic units of time
half period = 1.022 fs
no test failed
```
